# Converting the PAW zero potential into the local ionic potential, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The conversion formula and the energy identity

### Definitions and conventions

Hartree atomic units are used. Charge densities are counted with the electron positive, so a nucleus of atomic number $Z$ is the density $-Z\delta(\mathbf r)$. For densities $f,h$,

$$v_H[f](\mathbf r)=\int\frac{f(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r',\qquad (f|h)=\int h\,v_H[f]\,d^3r .$$

The bracket is symmetric and bilinear, $v_H$ is linear, and $\nabla^2v_H[f]=-4\pi f$. An integral without limits runs over all space. The system is a finite set of atoms $a$ at $\mathbf R_a$, with $R_{ab}=|\mathbf R_a-\mathbf R_b|$. Atom $a$ has an augmentation sphere $\Omega_a$ of radius $r_a$. The index $a$ is dropped when one atom is meant.

A dataset of the projector augmented-wave (PAW) method supplies, for each atom, the following objects.

- A frozen spherical core density $n_c$ with $N_c$ electrons, and a smooth spherical pseudo core $\tilde n_c$ equal to $n_c$ outside $\Omega$. Both may have a tail beyond $r_a$. Set $n_{Zc}=n_c-Z\delta$ and $Z_v=Z-N_c$.
- Real partial waves $\phi_i$, smooth partial waves $\tilde\phi_i$ equal to $\phi_i$ outside $\Omega$, and projectors $\tilde p_i$ inside $\Omega$ with $\langle\tilde p_i|\tilde\phi_j\rangle=\delta_{ij}$.
- Compensation functions $\hat Q_{ij}$ that vanish outside $\Omega$ and carry the multipole moments of $\phi_i\phi_j-\tilde\phi_i\tilde\phi_j$. Their monopole part is $q_{ij}\,g(r)$, where $q_{ij}=\int(\phi_i\phi_j-\tilde\phi_i\tilde\phi_j)$ and $g$ is a spherical shape function with $\int g=1$ and $g=0$ outside $\Omega$.
- One spherical local potential. In the Blöchl convention it is the zero potential $\bar v$, which vanishes outside $\Omega$. In the Kresse convention it is the local ionic potential $v^K$, also written $v_H[\tilde n_{Zc}]$; the density $\tilde n_{Zc}$ is defined by $\tilde n_{Zc}=-\nabla^2v^K/4\pi$.

Smooth valence orbitals $\tilde\psi_n$ with occupations $f_n$ give

$$\tilde n=\sum_nf_n|\tilde\psi_n|^2,\qquad \rho^a_{ij}=\sum_nf_n\langle\tilde\psi_n|\tilde p^a_i\rangle\langle\tilde p^a_j|\tilde\psi_n\rangle,$$

$$n^1_a=\sum_{ij}\rho^a_{ij}\phi_i\phi_j,\quad\tilde n^1_a=\sum_{ij}\rho^a_{ij}\tilde\phi_i\tilde\phi_j,\quad\hat n_a=\sum_{ij}\rho^a_{ij}\hat Q_{ij},\quad\hat n=\sum_a\hat n_a .$$

These are valence quantities. The partial waves are called complete for a state if $\tilde n=\tilde n^1_a$ in every $\Omega_a$. Completeness is not assumed below.

The Blöchl convention compensates the valence, the core and the nucleus together. Its compensation density $\hat n^B_a$ lies in $\Omega_a$, is built from the same shape functions as $\hat n_a$, and carries the multipoles of $n^1_a+n_{Zc,a}-\tilde n^1_a-\tilde n_{c,a}$. With $\tilde n_c^{\rm tot}=\sum_a\tilde n_{c,a}$ and $\hat n^B=\sum_a\hat n^B_a$, and with $(f|\cdot)$ short for $(f|f)$, the electrostatic and local part of its energy is

$$\mathcal E^B=\tfrac12(\tilde n+\tilde n^{\rm tot}_c+\hat n^B|\cdot)+\sum_a\int\bar v_a(\tilde n+\tilde n_c^{\rm tot})+\sum_a\mathcal E^{B}_a,\tag{1}$$

$$\mathcal E^B_a=\tfrac12(n^1+n_{Zc}|\cdot)'-\tfrac12(\tilde n^1+\tilde n_c+\hat n^B_a|\cdot)-\int\bar v\,(\tilde n^1+\tilde n_c).\tag{2}$$

The prime drops the infinite self-energy of the point nucleus. The Kresse convention compensates the valence alone and treats the ion as an external potential:

$$\mathcal E^K=\tfrac12(\tilde n+\hat n|\cdot)+\sum_a\int v^K_a(\tilde n+\hat n)+\sum_{a<b}\frac{Z_{v,a}Z_{v,b}}{R_{ab}}+\sum_a\mathcal E^K_a,\tag{3}$$

$$\mathcal E^K_a=\tfrac12(n^1|\cdot)+(n_{Zc}|n^1)-\tfrac12(\tilde n^1+\hat n_a|\cdot)-\int v^K(\tilde n^1+\hat n_a).\tag{4}$$

Two differences stand out. The potential $\bar v$ multiplies no compensation density, whereas $v^K$ multiplies $\hat n$. The ion–ion energy is contained in the first bracket of (1), whereas (3) adds it for point ions.

The total energy adds a kinetic part, the same in both conventions,

$$T=\sum_nf_n\langle\tilde\psi_n|{-\tfrac12\nabla^2}|\tilde\psi_n\rangle+\sum_{a,ij}\rho^a_{ij}\Delta T_{ij},$$

with $\Delta T_{ij}=\langle\phi_i|{-\tfrac12\nabla^2}|\phi_j\rangle-\langle\tilde\phi_i|{-\tfrac12\nabla^2}|\tilde\phi_j\rangle$, and an exchange-correlation part

$$X_s=E_{xc}[\tilde n+s\hat n+\tilde n_c^{\rm tot}]+\sum_a\big\{E_{xc}[n^1+n_c]-E_{xc}[\tilde n^1+s\hat n_a+\tilde n_c]\big\}.\tag{5}$$

The Blöchl functional has $s=0$. The Kresse functional in its original form has $s=1$, and it can also be used with $s=0$. The total energies are $E^B=T+\mathcal E^B+X_0$ and $E^{K,s}=T+\mathcal E^K+X_s$. The constant core kinetic energy is left out of both. Part I concerns $\mathcal E^B$ and $\mathcal E^K$, and therefore $E^B$ and $E^{K,0}$.

Outside $\Omega_a$ the partial waves need not decay. One-centre integrals are therefore understood with $n^1$ and $\tilde n^1$ set to zero beyond a common radius $R_{\rm cut}\ge r_a$. Lemma 3 shows that the choice of $R_{\rm cut}$ is immaterial.

### Three lemmas

**Lemma 1.** Let $\sigma$ vanish outside a sphere $\Omega$ centred at the origin and have vanishing multipole moments $\int\sigma\,r^lY_{lm}$ for all $l,m$. Then $v_H[\sigma]=0$ outside $\Omega$.

*Proof.* For $\mathbf r$ outside $\Omega$ every source point has $r'<r$, so the Laplace expansion with real spherical harmonics applies:

$$\frac1{|\mathbf r-\mathbf r'|}=\sum_{lm}\frac{4\pi}{2l+1}\frac{r'^{\,l}}{r^{l+1}}Y_{lm}(\hat{\mathbf r})Y_{lm}(\hat{\mathbf r}').$$

Integration against $\sigma(\mathbf r')$ makes each term proportional to a moment, and each moment is zero. $\square$

**Lemma 2.** $\hat n^B_a=\hat n_a+q_cg$, with the state-independent charge

$$q_c=\int(n_c-\tilde n_c)-Z.\tag{6}$$

The density $\tilde\rho=\tilde n_c+q_cg$ has total charge $-Z_v$, and $v_H[\tilde\rho]=v_H[n_{Zc}]$ outside $\Omega$.

*Proof.* Multipole moments are linear in the density. The moments of $n^1+n_{Zc}-\tilde n^1-\tilde n_c$ are those of $n^1-\tilde n^1$ plus those of $n_{Zc}-\tilde n_c$. The first set is carried by $\hat n_a$. The density $n_{Zc}-\tilde n_c$ is spherical, so its moments with $l>0$ vanish by orthogonality of the $Y_{lm}$, and its charge is $\int(n_c-\tilde n_c)-Z=q_c$. The monopole shape is $g$ with $\int g=1$, so the second set is carried by $q_cg$. The charge of $\tilde\rho$ is $\int\tilde n_c+N_c-\int\tilde n_c-Z=N_c-Z=-Z_v$. The difference $n_{Zc}-\tilde\rho=(n_c-\tilde n_c)-Z\delta-q_cg$ is spherical, vanishes outside $\Omega$ and has charge $q_c-q_c=0$. Lemma 1 gives $v_H[n_{Zc}]-v_H[\tilde\rho]=0$ outside $\Omega$. $\square$

The density $\tilde\rho$ is a smooth pseudo-ion: it has the exterior field of nucleus plus core, core tail included. Because $q_c=-Z_v-\int\tilde n_c$, the shape function carries more than the ionic charge whenever the pseudo core holds electrons.

**Lemma 3.** $\mathcal E^B_a$ does not depend on $R_{\rm cut}$. Neither does $\mathcal E^K_a$, provided $v^K=v_H[n_{Zc}]$ outside $\Omega$.

*Proof.* For a symmetric bilinear form, $\tfrac12(A|A)-\tfrac12(B|B)=\tfrac12(A-B|A+B)$, because the cross terms $(A|B)-(B|A)$ cancel. In (4) take $A=n^1$, $B=\tilde n^1+\hat n_a$. The difference $\sigma=A-B$ vanishes outside $\Omega$ and has no multipoles by the definition of $\hat n_a$. By Lemma 1, $\tfrac12(\sigma|A+B)=\tfrac12\int_\Omega v_H[\sigma](A+B)$, which involves values inside $\Omega$ alone. The remaining terms of (4) are $\int v_H[n_{Zc}]n^1-\int v^K(\tilde n^1+\hat n_a)$. Outside $\Omega$, $n^1=\tilde n^1$, $\hat n_a=0$ and the two potentials agree, so the integrands cancel point by point there. In (2) take $A=n^1+n_{Zc}$, $B=\tilde n^1+\tilde n_c+\hat n^B_a$. Again $A-B$ vanishes outside $\Omega$ and has no multipoles, and the dropped self-energy is a constant. The last term of (2) is confined to $\Omega$ by $\bar v$. $\square$

### The theorem

**Assumptions.** (A1) Both conventions use the same $n_c,\tilde n_c,\phi_i,\tilde\phi_i,\tilde p_i,\hat Q_{ij}$ and $g$. (A2) $\bar v_a$, $\hat Q^a_{ij}$ and $g_a$ vanish outside $\Omega_a$. (A3) The spheres do not overlap.

**Theorem 1.** Under (A1) and (A2), set

$$v^K=v_H[\tilde n_{Zc}]=\bar v+v_H[\tilde n_c+q_cg],\qquad\tilde n_{Zc}=\tilde n_c+q_cg-\frac{\nabla^2\bar v}{4\pi}.\tag{7}$$

Then for arbitrary $\tilde n$ and $\rho^a_{ij}$

$$\mathcal E^B-\mathcal E^K=\sum_aE_{{\rm core},a}+\sum_{a<b}\Big[(\tilde\rho_a|\tilde\rho_b)-\frac{Z_{v,a}Z_{v,b}}{R_{ab}}\Big]-\sum_{a\ne b}\int\bar v_a\hat n_b+\sum_{a\ne b}\int\bar v_a\tilde n_{c,b},\tag{8}$$

with $E_{\rm core}=\tfrac12(n_c|n_c)-Z\int n_c/r$. Under (A3) the third term vanishes, and the right side does not depend on the valence state.

*Proof.* Write $N=\tilde n+\hat n$ and $M_a=\tilde n^1_a+\hat n_a$. By Lemma 2, $\tilde n+\tilde n^{\rm tot}_c+\hat n^B=N+\sum_a\tilde\rho_a$ and $\tilde n^1+\tilde n_c+\hat n^B_a=M_a+\tilde\rho_a$.

Step 1. Expand the smooth bracket of (1). The double sum over pseudo-ions splits into diagonal terms and pairs, and each pair occurs twice, which cancels the factor $\tfrac12$:

$$\tfrac12\Big(N+\sum_a\tilde\rho_a\Big|\cdot\Big)=\tfrac12(N|N)+\sum_a(\tilde\rho_a|N)+\tfrac12\sum_a(\tilde\rho_a|\tilde\rho_a)+\sum_{a<b}(\tilde\rho_a|\tilde\rho_b).$$

Step 2. Expand the one-centre brackets of (2). For the first,

$$\tfrac12(n^1+n_{Zc}|\cdot)'=\tfrac12(n^1|n^1)+(n_{Zc}|n^1)+\tfrac12(n_{Zc}|n_{Zc})',$$

and $\tfrac12(n_c-Z\delta|\cdot)'=\tfrac12(n_c|n_c)-Z(\delta|n_c)=E_{\rm core}$, since $v_H[\delta]=1/r$. For the second,

$$\tfrac12(M_a+\tilde\rho_a|\cdot)=\tfrac12(M_a|M_a)+(\tilde\rho_a|M_a)+\tfrac12(\tilde\rho_a|\tilde\rho_a).$$

Step 3. Collect (1). The self-energy $\tfrac12(\tilde\rho_a|\tilde\rho_a)$ enters with a plus sign from Step 1 and a minus sign from Step 2 and cancels:

$$\mathcal E^B=C+\sum_a\big[(\tilde\rho_a|N)-(\tilde\rho_a|M_a)\big]+\sum_{a<b}(\tilde\rho_a|\tilde\rho_b)+\sum_aE_{{\rm core},a}+V^B,$$

where

$$C=\tfrac12(N|N)+\sum_a\big[\tfrac12(n^1_a|n^1_a)+(n_{Zc,a}|n^1_a)-\tfrac12(M_a|M_a)\big],$$

$$V^B=\sum_a\int\bar v_a(\tilde n+\tilde n_c^{\rm tot})-\sum_a\int\bar v_a(\tilde n^1_a+\tilde n_{c,a}).$$

Step 4. Insert $v^K_a=\bar v_a+v_H[\tilde\rho_a]$ into (3) and (4), and use $\int v_H[\tilde\rho_a]N=(\tilde\rho_a|N)$ and $\int v_H[\tilde\rho_a]M_a=(\tilde\rho_a|M_a)$:

$$\mathcal E^K=C+\sum_a\big[(\tilde\rho_a|N)-(\tilde\rho_a|M_a)\big]+\sum_{a<b}\frac{Z_{v,a}Z_{v,b}}{R_{ab}}+V^K,$$

$$V^K=\sum_a\int\bar v_a(\tilde n+\hat n)-\sum_a\int\bar v_a(\tilde n^1_a+\hat n_a).$$

Step 5. Subtract. The terms $C$ and the square brackets are common. In $V^B-V^K$ the integrals of $\bar v_a$ with $\tilde n$ and with $\tilde n^1_a$ cancel, and there remains

$$V^B-V^K=\sum_a\int\bar v_a(\tilde n_c^{\rm tot}-\tilde n_{c,a})-\sum_a\int\bar v_a(\hat n-\hat n_a).$$

Since $\tilde n_c^{\rm tot}-\tilde n_{c,a}=\sum_{b\ne a}\tilde n_{c,b}$ and $\hat n-\hat n_a=\sum_{b\ne a}\hat n_b$, this is the last two terms of (8). Under (A3), $\bar v_a$ and $\hat n_b$ have disjoint supports for $a\neq b$, so their product is zero everywhere. The other terms contain frozen densities and positions alone. The second equation of (7) follows from applying $-\nabla^2/4\pi$ to the first. $\square$

**Remark 1 (what the proof did not use).** It did not use $\tilde n=\tilde n^1$. It also did not use the multipoles of $\hat n_a$ beyond the fact that both conventions share them, so (8) survives a truncation of the compensation in $l$ made equally on both sides with the same $R_{\rm cut}$; Lemma 3 does not survive it.

**Remark 2 (why $v^K$ may multiply $\hat n$).** The term $\int\bar v_a\hat n_a$, absent from (1), occurs in (3) with a plus sign and in (4) with a minus sign. It cancels as an identity between integrals. If the two copies are evaluated by different quadratures, a Fourier grid for one and a radial grid for the other, the difference of their quadrature errors remains.

**Remark 3 (the pair term).** Define $u_a=v_H[\tilde\rho_a]+Z_{v,a}/r$. For a spherical density, $v_H[\tilde\rho](r)=r^{-1}\int_0^r4\pi s^2\tilde\rho\,ds+\int_r^\infty4\pi s\tilde\rho\,ds$. Writing the enclosed charge as $-Z_v-\int_r^\infty4\pi s^2\tilde\rho\,ds$ gives

$$u(r)=4\pi\int_r^\infty s^2\tilde\rho(s)\Big(\frac1s-\frac1r\Big)ds.\tag{9}$$

The bracket is negative, so $u$ has the sign opposite to the charge lying beyond $r$ when that charge has one sign, and $u=0$ where no charge lies beyond $r$. Then

$$(\tilde\rho_a|\tilde\rho_b)=\int\tilde\rho_au_b-Z_{v,b}v_H[\tilde\rho_a](R_{ab})=\int\tilde\rho_au_b-Z_{v,b}u_a(R_{ab})+\frac{Z_{v,a}Z_{v,b}}{R_{ab}},$$

so the pair term of (8) equals $\int\tilde\rho_au_b-Z_{v,b}u_a(R_{ab})$. If the cores vanish outside their spheres and (A3) holds, $u_b=0$ on the support of $\tilde\rho_a$ and $u_a(R_{ab})=0$; the last term of (8) is zero as well, and $\mathcal E^B-\mathcal E^K=\sum_aE_{{\rm core},a}$ is a constant. With core tails the difference depends on the geometry, and the forces of the two conventions differ by its gradient. If a variant lets $\bar v$ act on the valence alone in both (1) and (2), Step 5 shows that the last term of (8) is absent.

**Remark 4 (overlapping spheres).** Without (A3) the term $-\sum_{a\ne b}\int\bar v_a\hat n_b$ is linear in $\rho^b_{ij}$. The two functionals related by (7) then differ in their dependence on the valence state. Theorem 2 of Part II shows that, for a given Blöchl dataset, the isolated atom leaves no other choice of $v^K$, so a different conversion of that dataset cannot remove this term. A different dataset can: the term vanishes if $\bar v=0$, or if the spheres are small enough to be disjoint.

### Properties of the converted potential

**Corollary 1.** $v^K=v_H[n_{Zc}]$ outside $\Omega$, and $\int\tilde n_{Zc}=-Z_v$.

*Proof.* Outside $\Omega$, $\bar v=0$ and Lemma 2 applies; this is also the hypothesis of Lemma 3. By the divergence theorem over a ball larger than $\Omega$, $\int\nabla^2\bar v$ is the flux of $\nabla\bar v$ through a surface on which $\bar v$ vanishes identically, which is zero. Hence $\int\tilde n_{Zc}=\int\tilde\rho=-Z_v$. $\square$

The zero potential is thus the potential of a neutral charge rearrangement inside the sphere. If $\bar v$ has a kink at $r_a$, part of that charge is a surface shell. By (9), $v^K$ reaches $-Z_v/r$ where the core tail has died out, not at $r_a$. In the limit $\bar v=0$, $\tilde n_c=0$ with a core confined to $\Omega$, (7) reduces to $v^K=-Z_vv_H[g]$.

**Corollary 2.** With $f(G)=\int fe^{-i\mathbf G\cdot\mathbf r}d^3r=4\pi\int_0^\infty r^2j_0(Gr)f\,dr$ for spherical $f$,

$$v^K(G)=\bar v(G)+\frac{4\pi}{G^2}\big[\tilde n_c(G)+q_cg(G)\big],\tag{10}$$

$$\alpha\equiv\int\Big(v^K+\frac{Z_v}r\Big)d^3r=\int\bar v-\frac{2\pi}3\int r^2\tilde\rho\,d^3r.\tag{11}$$

*Proof.* Poisson's equation in reciprocal space reads $G^2v_H(G)=4\pi f(G)$, which gives (10). The potential $Z_v/r$ has transform $4\pi Z_v/G^2$, so the short-ranged function $v^K+Z_v/r$ has transform $\bar v(G)+4\pi[\tilde\rho(G)+Z_v]/G^2$. From $j_0(x)=1-x^2/6+O(x^4)$, $\tilde\rho(G)=-Z_v-\tfrac16G^2\int r^2\tilde\rho+O(G^4)$. The limit $G\to0$ gives $\int\bar v-\tfrac{4\pi}6\int r^2\tilde\rho$, which is (11). $\square$

The constant $\alpha$ is the finite part of $v^K(G)=-4\pi Z_v/G^2+\alpha+O(G^2)$. In a periodic cell of volume $V$ the divergent $G^{-2}$ terms cancel by neutrality. With the usual convention that the $G=0$ component of $v_H[\tilde n+\hat n]$ is set to zero, the atom then contributes $\alpha/V$ to the average of the local potential. Equation (11) shows that $\int\bar v$ is one part of $\alpha$; the second moment of the pseudo-ion is the other.

**Corollary 3.** For $g=\frac{\pi}{2r_c^3}\big[\frac{\sin\pi x}{\pi x}\big]^2$ with $x=r/r_c<1$ and $r_c=r_a$,

$$v_H[g](r)=\frac1r\Big[x-\frac{\sin2\pi x}{2\pi}\Big]+\frac{{\rm Cin}(2\pi)-{\rm Cin}(2\pi x)}{r_c},\tag{12}$$

with ${\rm Cin}(y)=\int_0^y(1-\cos t)\,dt/t$, and $v_H[g]=1/r$ for $r\ge r_c$.

*Proof.* $4\pi s^2g=4\pi s^2\frac{\pi}{2r_c^3}\frac{r_c^2}{\pi^2s^2}\sin^2\frac{\pi s}{r_c}=\frac2{r_c}\sin^2\frac{\pi s}{r_c}=\frac1{r_c}\big(1-\cos\frac{2\pi s}{r_c}\big)$. Its integral from $0$ to $r$ is $x-\sin(2\pi x)/2\pi$, which equals $1$ at $x=1$ and confirms the normalization. The outer term is $\int_r^{r_c}4\pi sg\,ds=r_c^{-1}\int_r^{r_c}(1-\cos\frac{2\pi s}{r_c})\,ds/s$, and $t=2\pi s/r_c$ turns it into the second term. $\square$

At $r\to0$ the first term vanishes as $r^2$, so $v_H[g](0)={\rm Cin}(2\pi)/r_c$.

**Remark 5 (factors of $\sqrt{4\pi}$).** A spherical function may be stored as the coefficient $f_{00}$ in $f=f_{00}Y_{00}$, with $f_{00}=\sqrt{4\pi}f$. Equation (7) is linear, so $v^K_{00}=\bar v_{00}+v_H[\tilde n_{c,00}]+\sqrt{4\pi}\,q_cv_H[g]$, with $q_c$ still the charge (6). If the shape is stored as $g_0$ with $\int_0^\infty r^2g_0\,dr=1$, then $g=g_0/4\pi$, because $\int g=4\pi\int r^2g\,dr$.

## Part II. Uniqueness, Hamiltonian, exchange-correlation and an example

From Part I: $\tilde n$ is the smooth valence density, $\rho_{ij}$ the occupation matrix, $n^1,\tilde n^1,\hat n=\sum\rho_{ij}\hat Q_{ij}$ the one-centre and compensation densities, $q_{ij}g$ the monopole part of $\hat Q_{ij}$, and $n_c,\tilde n_c$ the core and pseudo core. With $q_c=\int(n_c-\tilde n_c)-Z$ and $\tilde\rho=\tilde n_c+q_cg$, the Blöchl compensation is $\hat n^B=\hat n+q_cg$ and the conversion (7) is $v^K=\bar v+v_H[\tilde\rho]$. The total energies are $E^B$ and $E^{K,s}$, where $s=1$ puts $\hat n$ into the smooth exchange-correlation terms (5). By (8), $E^B-E^{K,0}$ is independent of the valence state for disjoint spheres and equals $E_{\rm core}$ for one atom. Let $\delta=\tilde n-\tilde n^1$ inside the sphere $\Omega$.

### Uniqueness

**Theorem 2.** For an isolated atom, let $v^K$ of (7) be replaced by $v^K+w$ with $w$ continuous. If $E^B-E^{K,0}$ remains independent of the orbitals, taken before the normalization constraint is imposed, then $w=0$. If $w$ vanishes outside $\Omega$, the energy changes by $\int_\Omega w\,\delta$.

*Proof.* By (3) and (4) the change is $\int w(\tilde n+\hat n)-\int w(\tilde n^1+\hat n)=\int w\tilde n-\int w\tilde n^1$, which is $\int_\Omega w\delta$ for $w$ confined to $\Omega$. Suppose $w>0$ on some ball. Real functions supported in the ball form an infinite-dimensional space and the projectors are finitely many, so there is an $h\ne0$ in it with $\langle\tilde p_i|h\rangle=0$ for all $i$. Replace an occupied real orbital $\tilde\psi$ by $\tilde\psi+\eta h$. Then $\rho_{ij}$ and $\tilde n^1$ are unchanged and $\tilde n$ gains $f(2\eta\tilde\psi h+\eta^2h^2)$. The $\eta^2$ coefficient of the change is $f\int wh^2>0$, which contradicts independence. The case $w<0$ is the same. $\square$

**Remark 6 (wrong shape).** If $\bar v$ was defined with $g$ but (7) is evaluated with another normalized spherical shape $g'$ that also vanishes outside $\Omega$, then $w=q_c(v_H[g']-v_H[g])$. By Lemma 1 it vanishes outside $\Omega$, so the tail of $v^K$ does not reveal the error. The result is the conversion of a different dataset, with zero potential $\bar v+w$.

This part has established the conversion (7) and the energy identity (8), and has shown that for an isolated atom no other continuous choice of $v^K$ keeps $E^B-E^{K,0}$ independent of the orbitals. What remains is the effect of conversion errors on energies and eigenvalues, the Hamiltonian, unscreening, the role of compensation charge inside exchange-correlation, and a worked example for nitrogen.
